# High Mobility Does Not Guarantee Large Valley Splitting at Silicon–Oxide Interfaces

Suppose that silicon wafers for spin qubits are ranked by electron mobility, in the belief that a high mobility certifies the interface on which the dots will sit. The ranking can then be upside down. In the example below, three interfaces have mobilities of about 11 100, 12 600 and 13 700 cm²/Vs, and their flat-interface valley splittings are 1.40, 0.16 and 0.005 meV. The best wafer by mobility is the worst by valley splitting. This particular order depends on where the oxide charges sit within the transition layer and on the Born treatment of their scattering, as shown below. A small splitting leaves a second valley state close to the ground state, where it can interfere with the use of the spin.

## The counter-example

**Vertical motion.** Electrons on (001) silicon occupy two valleys at $\pm k_0$ along the normal $z$. The model is a chain of atomic planes with spacing $d=0.1358$ nm and hopping $t_1$ to first and $t_2$ to second neighbours:

$$E(k)=\epsilon+2t_1\cos kd+2t_2\cos 2kd .$$

The derivative, $-2d\sin kd\,(t_1+4t_2\cos kd)$, vanishes at $k_0$ if $t_1=-4t_2\cos k_0d$. Inserting this and $\cos2kd=2\cos^2kd-1$, and choosing $\epsilon=2t_2+4t_2\cos^2k_0d$, gives

$$E(k)=4t_2(\cos kd-\cos k_0d)^2 .$$

Near the minimum, $\cos kd-\cos k_0d\approx-d\sin(k_0d)\,(k-k_0)$. Matching to $\hbar^2(k-k_0)^2/2m_l$ requires

$$t_2=\frac{\hbar^2}{8m_ld^2\sin^2k_0d}.$$

With $k_0=0.85\times2\pi/(4d)$ and $m_l=0.916\,m_e$, the hoppings are $t_1=-0.557$ eV and $t_2=0.597$ eV.

The oxide is a barrier of height $U_b=3$ eV on the same chain,

$$U(z)=\frac{U_b}{1+e^{(z-z_i)/\lambda}},$$

with silicon at $z>z_i$. It falls from 90 % to 10 % of its height over $2\lambda\ln9$. The three interfaces have $\lambda=0$, $d/2$ and $d$, that is widths of 0, 0.30 and 0.60 nm (0.298 and 0.597 nm before rounding), uniform in the plane. The midpoint $z_i$ lies halfway between two planes.

A field $F$ presses the electrons against the oxide. Half the electron sheet and all the depletion charge contribute to its mean value:

$$F=\frac{e(N_{\rm dep}+n/2)}{\varepsilon_{\rm Si}} .$$

For $n=10^{12}$ and $N_{\rm dep}=1.5\times10^{11}$ cm⁻², the effective sheet is $6.5\times10^{11}$ cm⁻² and $F=0.1005$ MV/cm. This field is held fixed in every comparison, and is used for the dot as well. Replacing the uniform field by a self-consistent Hartree potential with the same $n$ and $N_{\rm dep}$ increases the mean depths by about 0.2 nm. It changes the mobilities below by less than 0.2 % and the splittings by at most 3 %. The electron's own image in the dielectric boundary, a repulsion of about $15\ \text{meV nm}/z$, is left out and matters more. Smoothed over 0.2 to 0.8 nm, and with no exchange-correlation term, it lowers the three splittings to 0.65–0.99, 0.085–0.12 and about 0.003 meV. It raises the mobilities to 12 200–12 900, 13 300–13 700 and 14 500–14 700 cm²/Vs. Both orders are unchanged.

The difference between the two lowest chain levels is the flat-interface splitting $E_0$. To first order in the barrier, with an envelope $\chi$ normalised on the planes,

$$E_0\approx2\Big|\sum_jU_j|\chi_j|^2e^{-2ik_0z_j}\Big| .$$

This is a Fourier component at $2k_0=19.67$ nm⁻¹. Across 0.30 nm the phase turns by $19.67\times0.30\approx5.9$ rad, so contributions from a smeared barrier largely cancel. A 3 eV barrier is not weak, so the numbers come from diagonalizing the chain:

- sharp: $E_0=1.404$ meV, $\mu=11\,096$ cm²/Vs;
- 0.30 nm: $E_0=0.163$ meV, $\mu=12\,555$ cm²/Vs;
- 0.60 nm: $E_0=0.0046$ meV, $\mu=13\,717$ cm²/Vs.

**Mobility.** Let $W(q)$ be the power spectrum of the scattering potential per unit area. The golden rule, weighted by the loss of forward momentum, reads

$$\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}W(q)(1-\cos\alpha)\,\delta(E_{k'}-E_F),$$

where $\alpha$ is the scattering angle. Since $\int k'dk'\,\delta(E_{k'}-E_F)=m_t/\hbar^2$, and the angles $\alpha$ and $-\alpha$ contribute equally,

$$\frac1\tau=\frac{m_t}{\pi\hbar^3}\int_0^\pi d\alpha\,(1-\cos\alpha)W(q),\qquad q=2k_F\sin\frac\alpha2,$$

and $\mu=e\tau/m_t$. Two spins and two valleys give $n=4\pi k_F^2/(2\pi)^2$, so $k_F=\sqrt{\pi n}$ and $2k_F=0.354$ nm⁻¹. This is 55 times smaller than $2k_0$.

The main scatterers are uncorrelated charges at the interface, placed together with the dielectric boundary at the barrier midpoint $z_i$, from which depths are measured, with density $N_{ot}=10^{11}$ cm⁻². At wavevector $q$ the potential of one charge decays as $e^{-q|z|}$ on both sides. The jump of the displacement fixes its amplitude, so the potential energy has magnitude $e^2e^{-qz}/(2\bar\varepsilon q)$, with $\bar\varepsilon=(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})/2$. Averaging over the electron's depth replaces $e^{-qz}$ by $P(q)=\langle e^{-qz}\rangle$.

The electrons screen this potential. Two electrons in the silicon interact directly and through an image, whose relative strength $(\varepsilon_{\rm Si}-\varepsilon_{\rm ox})/(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})$ follows from continuity of potential and displacement. Averaged over both depths, the interaction is $e^2G/(2\bar\varepsilon q)$, with

$$G=\tfrac12\big[(1+r)\langle e^{-q|z-z'|}\rangle+(1-r)P^2\big],\quad r=\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm Si}} .$$

The density of states is $2m_t/\pi\hbar^2$. In the Thomas–Fermi approximation the potential is therefore divided by $1+q_sG/q$, with $q_s=e^2m_t/(\pi\hbar^2\bar\varepsilon)$, and

$$W_c(q)=N_{ot}\left[\frac{e^2P(q)}{2\bar\varepsilon\,(q+q_sG)}\right]^2 .$$

For the sharp interface this gives a rate of $7.825\times10^{11}$ s⁻¹. A direct sum over final states, with energy conservation imposed by a narrow Gaussian, gives $7.826\times10^{11}$ s⁻¹. Charges make up 93.8 % of the total rate, which is thus $8.34\times10^{11}$ s⁻¹. With $m_t=0.19\,m_e$, $\mu=e\tau/m_t=1.11$ m²/Vs, or 11 100 cm²/Vs. The other 6.2 % comes from atomic steps, treated below.

**Equal mobilities.** The 0.30 nm interface has 13 % more mobility than the sharp one. Its charge rate is proportional to $N_{ot}$ and dominates, so about 13 % more oxide charge brings the two mobilities together. At fixed $F$ this leaves both values of $E_0$ alone. Two interfaces then have the same mobility and splittings that differ by a factor of $1.404/0.163\approx8.6$.

The converse also occurs. Halving the oxide charge at the sharp interface raises the mobility from 11 096 to 20 896 cm²/Vs, while $E_0$ stays at 1.404 meV.

## The correct statement

In this model, the mobility is determined by disorder at lateral wavevectors up to $2k_F$, weighted by the electron's depth profile. The valley splitting of a dot is determined by the response of the vertical profile at $2k_0$ and by the terraces beneath that dot. Neither quantity determines the other. For terraces of two heights, one plane apart,

$$\boxed{E_v=E_0\sqrt{\cos^2\frac\theta2+S^2\sin^2\frac\theta2}},\qquad\theta=2k_0d,$$

$$S=\int|\varphi(\mathbf r)|^2s(\mathbf r)\,d^2r .$$

Here $s=+1$ where the interface lies one plane further into the silicon, $s=-1$ elsewhere, and $\varphi$ is the dot's lateral orbital. The result is of leading order in the valley coupling divided by the dot's level spacing, and it neglects mixing with higher vertical subbands at step edges.

## Proof

**A displaced interface.** Move the barrier by $h$, a whole number of planes, into the silicon. The vertical potential becomes $U(z-h)+eFz$. In terms of $z'=z-h$ it is

$$U(z')+eFz'+eFh .$$

Far from the ends of the chain, the levels therefore all rise by $eFh$, whatever the shape of $U$. One plane costs $eFd=1.365$ meV.

The valley coupling acquires a phase. Let $T$ translate by $h$, and let the valley states at the original interface be $|\pm\rangle=\chi(z)e^{\pm ik_0z}$. At the displaced interface the corresponding states are

$$\chi(z-h)e^{\pm ik_0z}=e^{\pm ik_0h}\,T|\pm\rangle .$$

Taking the matrix element between the $+$ and $-$ states gives one factor $e^{-ik_0h}$ from the bra and another from the ket, so

$$\Delta(h)=e^{-2ik_0h}\Delta_0 .$$

The $2\times2$ valley matrix with off-diagonal elements $\Delta_0$ and $\Delta_0^*$ has eigenvalues $\pm|\Delta_0|$, hence $E_0=2|\Delta_0|$. The magnitude is the same on every terrace, but the phase is not.

**The dot.** Let $\varphi$ be the ground orbital of the lateral kinetic energy, the confinement and the step potential $eFh(\mathbf r)$. The envelope's displacement by one plane between terraces is neglected in the overlap of vertical states, since the envelope varies over nanometres. If the valley coupling is small against the orbital spacing, its average over $\varphi$ is enough:

$$\Delta_{\rm dot}=\Delta_0\int|\varphi|^2e^{-2ik_0h(\mathbf r)}d^2r .$$

Write $h=(1+s)d/2$. Because $s=\pm1$, $\cos(s\theta/2)=\cos(\theta/2)$ and $\sin(s\theta/2)=s\sin(\theta/2)$. Therefore

$$e^{-i\theta(1+s)/2}=e^{-i\theta/2}\left(\cos\frac\theta2-is\sin\frac\theta2\right).$$

Averaging replaces $s$ by $S$. Twice the modulus of $\Delta_{\rm dot}$ is the boxed result.

**What transport retains.** The same steps scatter electrons in the Hall bar. With $C(q)$ the power spectrum of $s$, the varying part of $eFh$ is $eFds/2$, and the varying part of the valley coupling has magnitude $|\Delta_0|\sin(\theta/2)$. Hence

$$W_{\rm step}=\frac{(eFd/2)^2C(q)}{(1+q_sG/q)^2},$$

$$W_{\rm valley}=\left(\frac{E_0}{2}\right)^2\sin^2\frac\theta2\;C(q).$$

The second is unscreened: with the valleys equally and incoherently filled, intervalley coupling induces no net charge at linear order. For the same reason its cross term with the scalar potential vanishes on averaging over the initial valley. The uniform part of the valley coupling is neglected in the scattering calculation.

Transport is thus not blind to atomic structure. At the sharp interface, intervalley scattering supplies 6.0 % of the rate and the step potential 0.17 %. But all contributions are positive, so $1/\tau_{\rm valley}\le1/\tau$. A high mobility therefore sets an upper limit on $E_0^2\sin^2(\theta/2)$ weighted by the step spectrum. It supplies no lower limit on $E_0$.

This accounts for part of the opposite trends. Removing all intervalley scattering would raise the sharp-interface mobility by $1/(1-0.060)$, or 6.4 %. The actual rises are 13 % and 24 %. Within the Born approximation used here, the remainder must come almost entirely from weaker charge scattering, whose only altered input is the electron's depth profile. The tail of a smeared barrier pushes the electron away from the charges: its mean depth below $z_i$ grows from 2.32 to 2.46 and 2.66 nm. This part of the rise depends on placing the charges at $z_i$. With charges and dielectric boundary where the barrier has fallen to 10 % of its height, the rises shrink to 6 % and 8 %. At the 1 % point the mobilities become 11 096, 10 986 and 10 497 cm²/Vs, and the inversion disappears, while the three values of $E_0$ are unchanged.

## One mobility, many dots

Here $\theta=153^\circ$, so adjacent terraces contribute with nearly opposite signs, and $\cos(\theta/2)=0.233$. A dot on one terrace has $|S|=1$ and $E_v=E_0$. A dot divided equally has $S=0$ and $E_v=0.233\times1.404=0.328$ meV.

**A single step.** The boxed formula was compared with a two-dimensional lattice calculation containing the vertical chain and a lateral direction with 5 meV level spacing. The step lies midway between the stated grid point and the next, 1 nm away.

- Sharp interface, $x=-12$ nm: $S=0.914$; lattice 1.308 meV, formula 1.290 meV.
- Sharp interface, $x=0$: $S=-0.245$; lattice 0.409 meV, formula 0.469 meV.
- 0.30 nm interface, $x=0$: $S=-0.245$; lattice 0.0493 meV, formula 0.0545 meV.

At $x=0$, $S$ is negative because the orbital moves towards the terrace of lower energy and because of the half-cell offset. Over the five sharp-interface positions, the largest error is 0.06 meV. That is 4 % of $E_0$, but 15 % of the small splitting at $x=0$. These lattice values are for a 1 nm lateral mesh and are not fully converged. On a 0.25 nm mesh the sharp value at $x=0$ falls to 0.397 meV, and the error grows to 0.07 meV, or 18 % of that splitting. Mixing of valley and lateral orbital states accounts for only about 0.01 meV of the error at $x=0$. The formula also leaves out subband mixing at the step edge, but the calculation does not show that this supplies the rest. The mean of the two lowest levels agrees within about 0.02 meV for both profiles, small against the step energy of 1.365 meV. This supports using the same $eFh$ for sharp and smeared barriers.

**Random terraces.** Let $s$ be the sign of a Gaussian random field $g$ with correlation $\rho(r)=e^{-r^2/\Lambda^2}$ and $\Lambda=15$ nm. For two points write $g=u$ and $g'=\rho u+\sqrt{1-\rho^2}\,v$, with $u,v$ independent and of equal variance. The lines $g=0$ and $g'=0$ in the $(u,v)$ plane meet at the angle $\arccos\rho$. By rotational symmetry the signs differ with probability $\arccos\rho/\pi$, so

$$\langle ss'\rangle=1-\frac2\pi\arccos\rho=\frac2\pi\arcsin\rho .$$

The two-dimensional Fourier transform of this function is $C(q)$.

For a dot density $e^{-r^2/l^2}/(\pi l^2)$, the separation of two independently drawn points has density $e^{-r^2/2l^2}/(2\pi l^2)$. Hence, with $\varphi$ held fixed,

$$\langle S^2\rangle=\int_0^\infty\frac{r\,dr}{l^2}e^{-r^2/2l^2}\,\frac2\pi\arcsin e^{-r^2/\Lambda^2}.$$

For $l=8.96$ nm this gives 0.430, against 0.436 from 600 generated surfaces. The root-mean-square splitting is $1.404\sqrt{0.0545+0.9455\times0.430}\approx0.95$ meV.

Two limits show what dot size does. For $l\ll\Lambda$, $\langle S^2\rangle\to1$ and most dots have nearly the full $E_0$. For $l\gg\Lambda$, the first exponential can be set to one. Substituting $u=e^{-r^2/\Lambda^2}$ and using $\int_0^1(\arcsin u/u)\,du=(\pi/2)\ln2$ gives

$$\langle S^2\rangle\to\frac{\Lambda^2\ln2}{2l^2}.$$

With the orbital held fixed, the formula then approaches the floor $E_0\cos(\theta/2)$. This limit lies outside the range of the formula, because the level spacing $\hbar^2/m_tl^2$ falls below $E_0$ and $eFd$ as $l$ grows. For $l=27$ nm the spacing is 0.55 meV, and valley and orbital states mix. In a two-valley calculation on 15 random surfaces, about half the dots had a lowest gap below the floor, the smallest being 0.14 meV. For $l=8.96$ nm the same calculation agrees with the formula, evaluated with the step-shifted orbital, within 0.01 meV.

In the example, dots at different positions on such sharp-interface surfaces have a median $E_v$ of 0.92 meV. The 5th and 95th percentiles are 0.34 and 1.39 meV, and 34 % of the dots fall below $E_0/2$. One mobility, 11 096 cm²/Vs, belongs to them all. These figures use a fixed orbital and carry sampling noise in the last digit: a larger sample gives a median of 0.91 meV and 35 % below $E_0/2$. For one dot on each of the 600 surfaces, letting the steps shift the orbital changes the median only from 0.866 to 0.864 meV, although individual dots change by typically 0.07 meV. The gap between 0.866 and 0.92 meV is the sampling noise of only 600 dots.

**Three heights.** The floor is special to two heights. For fractions $p_n$ of the dot density on terrace $n$,

$$E_v=E_0\Big|\sum_np_ne^{-in\theta}\Big| .$$

With equal fractions $p$ on the outer two of three terraces, the sum has modulus $|1-2p+2p\cos\theta|$. It vanishes at $p=1/[2(1-\cos\theta)]\approx0.26$. To this order, a rougher interface can therefore remove the splitting altogether, even when $E_0$ is large.

## Reading the numbers for a real device

Low-temperature mobilities near $10^4$ cm²/Vs and splittings from tenths of a meV to about 1 meV are roughly typical of silicon MOS devices. The sharp value of 1.4 meV is already somewhat high at 0.1 MV/cm, and it grows to 2.8 and 4.2 meV at 0.2 and 0.3 MV/cm. The value 0.005 meV is far below that range. Real oxide is amorphous and does not continue the silicon chain, so the absolute $E_0$ is not a prediction. Within the model, the logistic 0.30 nm transition alone lowers it by a factor of 8.6, but this factor depends on the profile. Relative to 1.404 meV, it is 13 if the midpoint of the smeared barrier lies on a plane, 6 for an error-function profile and only 1.5 for a linear ramp of the same 10–90 % width. At 0.60 nm these last two profiles give 0.011 and 0.23 meV instead of 0.0046 meV. The terraces are also smoother than many real interfaces: their rms height is $d/2\approx0.07$ nm. The length $\Lambda=15$ nm is a chosen value comparable to $l$, and the wide spread between dots depends on that. With the orbital fixed, the rms splitting is 0.42 meV for $\Lambda=3$ nm and 0.35 meV for 1.5 nm, close to the floor of 0.33 meV. The intervalley share of the sharp-interface rate lies between 1 % and 8 % for the values of $\Lambda$ tried between 1.5 and 40 nm, and the order of the mobilities does not change. The 0.17 % share of step-potential scattering should not be carried over to rougher interfaces or stronger fields.

The sizes of some other neglected effects can be estimated. At 4.2 K, $k_BT/E_F=0.0575$, so the electrons are nearly degenerate. Even so, temperature-dependent screening and thermal averaging lower all three zero-temperature mobilities by about 7 %, leaving their ratios almost unchanged. The product of $k_F$ and the mean free path is 23, which supports treating the scattering events as separate. It does not justify the Born approximation for a single charge, which is poor here. Phase shifts computed in the linearly screened potential give about twice the Born rate for attractive charges and about a third of it for repulsive ones. The three mobilities become roughly 5 800, 6 600 and 7 700 cm²/Vs in the first case and 32 000, 38 000 and 37 000 cm²/Vs in the second. The sharp interface keeps the lowest mobility in both cases, but for repulsive charges the two smeared interfaces change places. The absolute mobilities are therefore uncertain by a factor of two to three. A Hubbard local-field factor in the screening lowers all three Born mobilities by about 30 %, and the ionized acceptors of the depletion layer add about 1 % to the rate; neither changes the order. The sharp splitting is 22 % of $E_F$ on a single terrace, but its average over the terraces, $E_0\cos(\theta/2)$, is 5 %. Including this uniform splitting lowers the sharp-interface mobility by 1.6 %, and a uniform splitting equal to the full $E_0$ would lower it by 7 %. The oxide field, 0.53 MV/cm, is far below breakdown at roughly 10 MV/cm, and at the sharp interface only $1.3\times10^{-4}$ of the electron's weight lies in the oxide.

Oxide charge can still affect an individual dot. One trap 32 nm away, the mean trap spacing, changes $F$ at the dot centre by about 0.13 %. Since doubling $F$ doubles the sharp $E_0$ to within 0.1 %, the flat-interface splitting changes by a similar fraction. On a stepped interface the trap's sideways force matters more. Unscreened, it is $e^2/(4\pi\bar\varepsilon R^2)\approx0.18$ meV/nm at $R=32$ nm. The dot's spring constant is $\hbar\omega/l^2=5/8.96^2\approx0.062$ meV/nm², with $\hbar\omega$ the level spacing, so the orbital moves by about 3 nm. Near a step this changes $S$, and with it $E_v$, by much more than 0.13 %. A trap directly beneath the dot is different, and its effect is not calculated here. The mean number within the area $\pi l^2$, which holds 63 % of the electron density, is 0.25, so for randomly placed traps the chance of at least one is $1-e^{-0.25}\approx22\,\%$. For the area holding 90 % of the density it is 44 %. A distance of 32 nm is unusually large: the median distance to the nearest trap is 15 nm, and only 4 % of dots have none within 32 nm. Averaged over the fixed orbital, an unscreened trap at 15 nm changes $F$ by about 4 %, and its sideways force corresponds to a shift larger than $l$, so the harmonic dot is then a poor description. All traps together change $F$ by about 12 % rms. The dot statistics above leave the traps out.

Where charge scattering dominates, as here, mobility is a useful measure of charge disorder. Valley splitting has to be measured in the dots themselves, and in enough of them to show its spread. The remaining computed values are in the numerical output below.

## Table of computed values

```
electron density 1.00e+12 cm^-2, depletion 1.50e+11 cm^-2
oxide charge density 1.00e+11 cm^-2
masses m_l 0.916, m_t 0.19 m_e; barrier 3.0 eV
permittivities Si 11.7, SiO2 3.9
field in silicon F = 0.1005 MV/cm
plane spacing d = 0.1358 nm; step energy eFd = 1.365 meV
chain hoppings: first -0.5573 eV, second 0.5968 eV
theta = 153.0 deg; cos(theta/2) = 0.2334
2k0 = 19.67 1/nm; 2kF = 0.354 1/nm; ratio 55.5
sharp E0 ratio when field doubles = 2.001
interface 10-90% width, flat splitting E0, mobility:
  0.00 nm  1.4044 meV  11096 cm^2/Vs
  0.30 nm  0.1632 meV  12555 cm^2/Vs
  0.60 nm  0.0046 meV  13717 cm^2/Vs
E0 ratio 0.30 nm/sharp = 0.1162
mobility ratio 0.30 nm/sharp = 1.131
E0 ratio 0.60 nm/sharp = 0.00327
mobility ratio 0.60 nm/sharp = 1.236
sharp, half the oxide charge: mobility 20896 cm^2/Vs
sharp, rate shares: charge 93.80 %, steps 0.169 %,
  intervalley 6.03 %
charge rate: formula 7.8253e+11, direct 7.8255e+11 1/s
one step at x: S, E_v lattice, E_v formula, level-centre error
  sharp    -12 nm   0.914 1.3084 meV 1.2899 meV 0.003 meV
  sharp     -4 nm   0.255 0.5374 meV 0.4783 meV -0.018 meV
  sharp      0 nm  -0.245 0.4085 meV 0.4687 meV -0.018 meV
  sharp      4 nm  -0.633 0.8669 meV 0.9247 meV -0.005 meV
  sharp     12 nm  -0.960 1.3411 meV 1.3516 meV 0.003 meV
  0.30 nm    0 nm  -0.245 0.0493 meV 0.0545 meV 0.019 meV
  0.30 nm    6 nm  -0.766 0.1228 meV 0.1273 meV 0.010 meV
dot spacing 5.0 meV, length 8.96 nm; terraces 15 nm
mean S^2: formula 0.4303, sampled 0.4360
sharp, E_v over dots: 5% 0.341, median 0.922, 95% 1.385 meV
lowest possible E_v = 0.328 meV
dots with E_v below E0/2: 34.3 %
median of 600 dots: fixed orbital 0.866 meV,
  orbital shifted by steps 0.864 meV
E_F = 6.30 meV; kT/E_F at 4.2 K = 0.0575
kF times mean free path = 22.9; E0/E_F = 0.223
electron weight in oxide = 1.31e-04
mean depth = 2.32 nm; oxide field = 0.534 MV/cm
trap 31.6 nm away changes F by 0.133 %
mean number of traps under dot = 0.252
```
